# Knudsen Effusion Mass-Loss Rate of a Precursor Through a Thin Orifice: test program

```python
"""Knudsen effusion through an ideal thin circular orifice into vacuum.

Result under test: mass-loss rate = p * A * sqrt(M / (2 pi R T)), where
p = vapour pressure inside the cell, A = orifice area, M = molar mass,
R = gas constant, T = cell temperature.
Also tested: mean free path = k T / (sqrt(2) pi s^2 p), where
s = collision diameter and k = Boltzmann constant.
All quantities are in SI units unless a name says otherwise.
"""
import numpy as np
from scipy.constants import R, k, N_A
from scipy.integrate import quad

# Inputs; the collision diameter is an assumed model value.
molar_mass = 0.300
pressure = 0.1
temperature = 350.0
diameter = 1.0e-3
collision_diameter = 0.8e-9

# Derived formulas
area = np.pi * diameter**2 / 4
molecule_mass = molar_mass / N_A
density = pressure / (k * temperature)
mean_speed = np.sqrt(8 * k * temperature / (np.pi * molecule_mass))
number_flux = density * mean_speed / 4
root_factor = np.sqrt(molar_mass / (2 * np.pi * R * temperature))
mass_flux = pressure * root_factor
loss_rate = mass_flux * area
escape_rate = number_flux * area
loss_mg_per_hour = loss_rate * 1e6 * 3600
minutes_per_mg = 60 / loss_mg_per_hour
free_path = k * temperature / (
    np.sqrt(2) * np.pi * collision_diameter**2 * pressure)
knudsen_number = free_path / diameter

# Quadrature over the Maxwell distribution of one velocity component.
# The density follows from pressure as momentum transfer to a wall.
thermal_speed = np.sqrt(k * temperature / molecule_mass)
v_max = 12 * thermal_speed


def boltzmann_weight(v):
    return np.exp(-molecule_mass * v**2 / (2 * k * temperature))


def half_moment(power):
    value, _ = quad(lambda v: v**power * boltzmann_weight(v), 0, v_max,
                    epsabs=0, epsrel=1e-11, limit=200)
    return value


norm = 2 * half_moment(0)
mean_square = 2 * half_moment(2) / norm
density_quad = pressure / (molecule_mass * mean_square)
flux_quad = density_quad * half_moment(1) / norm
rate_quad = molecule_mass * area * flux_quad
assert np.isclose(density_quad, density, rtol=1e-8)
assert np.isclose(flux_quad, number_flux, rtol=1e-8)
assert np.isclose(rate_quad, loss_rate, rtol=1e-8)

# Straight-line flights from a box above the orifice plane z = 0.
# The box holds all starting points within reach of the orifice.
rng = np.random.default_rng(12345)
radius = diameter / 2
duration = 0.5 * radius / thermal_speed
reach = 5.5 * thermal_speed * duration
half_width = radius + reach
box_volume = (2 * half_width)**2 * reach
batch_size, batches = 500_000, 8
passed = 0
for _ in range(batches):
    x = rng.uniform(-half_width, half_width, batch_size)
    y = rng.uniform(-half_width, half_width, batch_size)
    z = rng.uniform(0, reach, batch_size)
    vel = rng.normal(0, thermal_speed, (3, batch_size))
    arrives = vel[2] * duration < -z
    flight_time = -z[arrives] / vel[2][arrives]
    x_hit = x[arrives] + vel[0][arrives] * flight_time
    y_hit = y[arrives] + vel[1][arrives] * flight_time
    passed += int(np.count_nonzero(x_hit**2 + y_hit**2 < radius**2))
real_per_sample = density * box_volume / (batch_size * batches)
rate_flights = passed * real_per_sample * molecule_mass / duration
flight_error = rate_flights / np.sqrt(passed)
assert passed > 10_000
# Four standard deviations of the counting noise
assert abs(rate_flights - loss_rate) < 4 * flight_error

# Mean free path from the collision rate of sampled velocity pairs
v_a = rng.normal(0, thermal_speed, (3, 1_000_000))
v_b = rng.normal(0, thermal_speed, (3, 1_000_000))
speed_sampled = np.linalg.norm(v_a, axis=0).mean()
relative_sampled = np.linalg.norm(v_a - v_b, axis=0).mean()
collision_rate = (density * np.pi * collision_diameter**2
                  * relative_sampled)
path_sampled = speed_sampled / collision_rate
# Sampling noise is below 0.1 percent
assert np.isclose(speed_sampled, mean_speed, rtol=3e-3)
assert np.isclose(path_sampled, free_path, rtol=3e-3)

# Condition for using the collisionless formula
assert knudsen_number > 10

print(f"Molar mass: {molar_mass:.3f} kg/mol")
print(f"Pressure in cell: {pressure:.3f} Pa")
print(f"Temperature: {temperature:.1f} K")
print(f"Orifice diameter: {diameter:.3e} m")
print(f"Gas constant: {R:.6f} J/(mol K)")
print(f"R T: {R * temperature:.2f} J/mol")
print(f"Orifice area: {area:.4e} m^2")
print(f"Molecular mass: {molecule_mass:.4e} kg")
print(f"Number density: {density:.4e} m^-3")
print(f"Mean speed: {mean_speed:.2f} m/s")
print(f"Number flux: {number_flux:.4e} m^-2 s^-1")
print(f"sqrt(M/(2 pi R T)): {root_factor:.4e} s/m")
print(f"Mass flux: {mass_flux:.4e} kg m^-2 s^-1")
print(f"Mass-loss rate: {loss_rate:.4e} kg/s")
print(f"Mass-loss rate: {loss_mg_per_hour:.4f} mg/h")
print(f"Molecular escape rate: {escape_rate:.4e} s^-1")
print(f"Time to lose 1 mg: {minutes_per_mg:.2f} min")
print(f"Assumed collision diameter: {collision_diameter:.2e} m")
print(f"Mean free path: {free_path:.4e} m")
print(f"Knudsen number (path/diameter): {knudsen_number:.2f}")
print(f"Rate from quadrature: {rate_quad:.4e} kg/s")
print(f"Simulated molecules: {batch_size * batches:d}")
print(f"Simulated passages: {passed:d}")
print(f"Rate from simulated flights: {rate_flights:.4e} kg/s")
print(f"Its standard error: {flight_error:.1e} kg/s")
print(f"Sampled relative/mean speed: "
      f"{relative_sampled / speed_sampled:.4f}")
print(f"Mean free path from sampling: {path_sampled:.4e} m")
print("tests ok")
```

Printed output:

```
Molar mass: 0.300 kg/mol
Pressure in cell: 0.100 Pa
Temperature: 350.0 K
Orifice diameter: 1.000e-03 m
Gas constant: 8.314463 J/(mol K)
R T: 2910.06 J/mol
Orifice area: 7.8540e-07 m^2
Molecular mass: 4.9816e-25 kg
Number density: 2.0694e+19 m^-3
Mean speed: 157.17 m/s
Number flux: 8.1311e+20 m^-2 s^-1
sqrt(M/(2 pi R T)): 4.0506e-03 s/m
Mass flux: 4.0506e-04 kg m^-2 s^-1
Mass-loss rate: 3.1813e-10 kg/s
Mass-loss rate: 1.1453 mg/h
Molecular escape rate: 6.3861e+14 s^-1
Time to lose 1 mg: 52.39 min
Assumed collision diameter: 8.00e-10 m
Mean free path: 1.6994e-02 m
Knudsen number (path/diameter): 16.99
Rate from quadrature: 3.1813e-10 kg/s
Simulated molecules: 4000000
Simulated passages: 15923
Rate from simulated flights: 3.1261e-10 kg/s
Its standard error: 2.5e-12 kg/s
Sampled relative/mean speed: 1.4145
Mean free path from sampling: 1.6990e-02 m
tests ok
```
